# Anti-Bragg intensity oscillations in layer-by-layer growth

X-rays are reflected from a crystal surface while new layers are being deposited on it. The crystal consists of identical atomic layers parallel to the surface, a distance $d$ apart. The problem is to find how the intensity of the specular beam depends on the amount deposited, and under which conditions it counts layers.

Scattering is treated kinematically: each atom scatters the incoming wave once, and the scattered amplitudes add. Refraction, multiple scattering, relaxation of the layer spacing and thermal disorder are left out. The angle of incidence is fixed, so the illuminated area and the atomic scattering amplitude stay constant and cancel from intensity ratios. The algebra is in atomic units. For numbers, take the round model values $d=2.0$ angstrom and photon energy $E=10000$ eV; no particular material is meant.

## (a) The phase between neighbouring layers

**Find the specular momentum transfer $q$ at grazing angle $\alpha$, and the smallest angle at which neighbouring layers scatter in antiphase.**

**Solution.** A photon of energy $E$ has wavenumber $k=E/c=2\pi/\lambda$. In specular reflection the component of the wavevector along the surface is unchanged, while the normal component goes from $-k\sin\alpha$ to $+k\sin\alpha$. The momentum transfer is therefore normal to the surface, with magnitude

$$q=2k\sin\alpha .$$

With the phase convention $e^{iqz}$, two layers separated by $d$ differ in phase by

$$\phi=qd .$$

At a Bragg point $\phi$ is a multiple of $2\pi$ and all layers add in phase. Antiphase means $\phi=\pi$ modulo $2\pi$. This is the anti-Bragg condition, and its smallest solution is $q=\pi/d$. The angle follows from

$$\sin\alpha=\frac{q}{2k}=\frac{\pi}{d}\,\frac{\lambda}{4\pi}=\frac{\lambda}{4d}.$$

Equivalently, the path difference $2d\sin\alpha$ is half a wavelength. For the model values, $\lambda=1.2398$ angstrom, and

$$q=\frac{\pi}{2.0}=1.571\ \text{angstrom}^{-1},\qquad
\sin\alpha=\frac{1.2398}{8.0}=0.1550,\qquad \alpha=8.92^\circ .$$

In atomic units this momentum transfer is $0.831$ inverse bohr.

## (b) The flat, thick crystal

**Let a full layer scatter with amplitude $F$. Sum the amplitudes of all layers of a flat, thick crystal.**

**Solution.** Put the layers at $z=-md$, with $m=0,1,2,\ldots$ counted downwards from the surface. Without absorption the sum of phase factors does not converge. Let the amplitude from layer $m$ therefore be reduced by $e^{-\varepsilon m}$, with small $\varepsilon>0$. The sum is then a geometric series whose ratio has modulus below one:

$$S_\varepsilon=\sum_{m=0}^{\infty}e^{-(i\phi+\varepsilon)m}
=\frac{1}{1-e^{-i\phi-\varepsilon}} .$$

Away from the Bragg points the denominator stays finite as $\varepsilon\to0^+$, so

$$S=\frac{1}{1-e^{-i\phi}},\qquad
|S|^2=\frac{1}{2-2\cos\phi}=\frac{1}{4\sin^2(\phi/2)} .$$

The order of limits matters: the crystal is made thick first, and the absorption per layer is made small afterwards. Part (g) shows what happens otherwise.

At anti-Bragg $e^{-i\phi}=-1$ and $S=1/2$. The whole substrate scatters like half of one layer, because successive layers alternate in sign. This is why part of a single added layer can change the intensity so strongly.

## (c) One incomplete layer

**A fraction $\theta$ of the sites in the next layer is now occupied, by the same kind of atoms. Find the coherent specular intensity relative to that of the flat crystal, first for general $\phi$ and then at anti-Bragg.**

**Solution.** Let the surface have $N$ sites at in-plane positions $\mathbf r$, each scattering with amplitude $f$, so that $F=Nf$. Set $s_{\mathbf r}=1$ where the new layer is occupied and $0$ elsewhere. The new layer lies at $z=+d$. At in-plane momentum transfer $\mathbf Q$ the amplitude is

$$A(\mathbf Q)=f\sum_{\mathbf r}e^{-i\mathbf Q\cdot\mathbf r}\left(S+s_{\mathbf r}e^{i\phi}\right).$$

The specular beam has $\mathbf Q=0$. All in-plane phase factors are then one, and the sum needs only the number of occupied sites, $\sum_{\mathbf r}s_{\mathbf r}=N\theta$:

$$A(0)=F\left(S+\theta e^{i\phi}\right).$$

The shape and arrangement of the islands have dropped out. Dividing by the flat-crystal amplitude $FS$ and using $1/S=1-e^{-i\phi}$ gives

$$\frac{A(0)}{FS}=1+\theta e^{i\phi}\left(1-e^{-i\phi}\right)=(1-\theta)+\theta e^{i\phi}.$$

This is a sum over the two exposed levels: a fraction $1-\theta$ of the surface lies at the old height and a fraction $\theta$ one layer higher. Write $I$ for the squared modulus, so that $I=1$ for the flat surface. Then

$$I=(1-\theta)^2+\theta^2+2\theta(1-\theta)\cos\phi .$$

Since $(1-\theta)^2+\theta^2=1-2\theta(1-\theta)$ and $1-\cos\phi=2\sin^2(\phi/2)$,

$$\boxed{I=1-4\theta(1-\theta)\sin^2\frac{\phi}{2}}$$

At anti-Bragg $\sin^2(\phi/2)=1$, and

$$\boxed{I=1-4\theta+4\theta^2=(1-2\theta)^2}$$

In terms of amplitudes, the substrate contributes $+1/2$ and the new layer $-\theta$. They cancel at half coverage. For $\theta=0.10$ the intensity is $0.80^2=0.64$, and for $\theta=0.25$ it is $0.50^2=0.25$. Coverage $0.75$ also gives $0.25$: the intensity cannot distinguish $\theta$ from $1-\theta$.

Away from anti-Bragg the cancellation is incomplete. At half coverage $I=\cos^2(\phi/2)$, which is $0.345$ at $\phi=0.6\pi$ and $0.976$ at $\phi=0.1\pi$. (The numerical sum prints $0.346$ for the first value: its small absorption, $\varepsilon=10^{-4}$ per layer, raises $0.34549$ by about $3\times10^{-5}$, just enough to change the rounding.) Close to a Bragg point the two levels scatter nearly in phase, and the steps between them become almost invisible.

## (d) Where the missing intensity goes

**Find the diffuse intensity, summed over the in-plane momentum transfers $\mathbf Q\neq0$ at fixed $\phi$.**

**Solution.** Take a periodic surface area, so that there are $N$ distinct values of $\mathbf Q$ in the in-plane Brillouin zone. Treat the atoms as point scatterers, so that $f$ is the same for all of them. Parseval's theorem gives

$$\sum_{\mathbf Q}|A(\mathbf Q)|^2=N|f|^2\sum_{\mathbf r}\left|S+s_{\mathbf r}e^{i\phi}\right|^2 .$$

Divide by the flat-crystal specular intensity $N^2|f|^2|S|^2$. Each site then contributes $1/N$ times $\left|1+s_{\mathbf r}e^{i\phi}/S\right|^2$. For an empty site this factor is $1$. For an occupied site it is

$$\left|1+e^{i\phi}(1-e^{-i\phi})\right|^2=\left|e^{i\phi}\right|^2=1 .$$

The total is therefore $1$ at every coverage, and the diffuse part is

$$I_{\text{diff}}=1-I=4\theta(1-\theta)\sin^2\frac{\phi}{2}.$$

An added atom changes the phase of the wave from its column, not the modulus. At fixed $\phi$, incomplete layers redistribute intensity from the specular peak to other in-plane momentum transfers. At anti-Bragg the diffuse part is $0.36$ at $\theta=0.10$, $0.75$ at $\theta=0.25$, and $1$ at half coverage. For point scatterers the sum over all $\mathbf Q$ at fixed $\phi$ therefore does not oscillate. The form factor of a real atom falls as the total momentum transfer $\sqrt{q^2+Q^2}$ grows, so intensity moved to large $\mathbf Q$ is weakened. The sum then dips at half coverage, slightly for large islands and more for randomly placed single atoms. This sum is not the signal of a large detector at a fixed angle of incidence: there, elastic scattering with $\mathbf Q\neq0$ generally has a different normal momentum transfer, and for some $\mathbf Q$ no outgoing wave exists.

The arrangement of the islands determines where the diffuse intensity lies. For randomly occupied single sites it is on average uniform over the zone, because no pair separation is preferred. A disc of radius $0.1$ cycle per site on a square lattice then holds on average a fraction of about $\pi(0.1)^2\approx0.03$ of it. A single finite pattern fluctuates about its average; a sample pattern at coverage $0.25$ gives $0.031$. A sample pattern with the occupied sites gathered in clusters, at the same coverage, puts $0.654$ of its diffuse intensity into that disc. A detector slit wide enough to admit part of the diffuse intensity reduces the measured contrast at anti-Bragg: it adds signal at half coverage, where the specular beam vanishes, and none at complete layers.

## (e) Layer-by-layer growth

**Each layer now fills completely before the next one starts. Let $t$ be the deposited amount in layers. Find the period of the intensity, and decide whether it depends on the anti-Bragg condition.**

**Solution.** Write $t=M+\theta$, with $M$ complete new layers and $0\le\theta<1$. The amplitude in units of $F$ is

$$S+\sum_{n=1}^{M}e^{in\phi}+\theta e^{i(M+1)\phi}.$$

Multiply by $1/S=1-e^{-i\phi}$. The first two terms become a telescoping sum,

$$1+\sum_{n=1}^{M}\left(e^{in\phi}-e^{i(n-1)\phi}\right)=e^{iM\phi},$$

and the last becomes $\theta\left(e^{i(M+1)\phi}-e^{iM\phi}\right)$. Together,

$$\frac{A}{FS}=e^{iM\phi}\left[(1-\theta)+\theta e^{i\phi}\right].$$

The prefactor has modulus one. The intensity is that of part (c), with $\theta$ the fractional part of $t$, so $I(t+1)=I(t)$. There is no shorter period: away from the Bragg points $I=1$ requires $\theta(1-\theta)=0$, which occurs at complete layers only.

The one-layer period thus holds for every phase between the Bragg points. It comes from the recurrence of the same surface, one layer higher. The anti-Bragg condition supplies the full contrast. Numerically the period is $1.00$ layer both at $\phi=\pi$ and at $\phi=0.6\pi$. For the model spacing this is $2.00$ angstrom of deposit. It is also a fixed period in time if the net deposition rate is constant.

At anti-Bragg the curve consists of parabolic arcs. The slope is

$$\frac{dI}{dt}=-4(1-2\theta),$$

which equals $-4$ just after a layer is completed and $+4$ just before. The maxima are therefore sharp corners, while the zeros at half layers are smooth minima. The amplitude itself, relative to that of the initial flat surface, goes from $+1$ to $-1$ during one layer, passing through zero at half coverage, and returns to $+1$ during the next. It repeats after two layers; squaring removes the sign.

## (f) More than two exposed levels

**Suppose new layers start before the lower ones are full. Generalize the amplitude. Then find the anti-Bragg intensity when every atom stays on the level where it lands.**

**Solution.** Let layer $n\ge1$ have coverage $\theta_n$, with $\theta_0=1$ for the substrate and no overhangs. The exposed fraction at level $n$ is $p_n=\theta_n-\theta_{n+1}$. Multiplying the total amplitude by $1/S$ as before gives

$$\frac{A}{FS}=1+\sum_{n\ge1}\theta_n\left(e^{in\phi}-e^{i(n-1)\phi}\right)
=\sum_{n\ge0}p_ne^{in\phi}\equiv G .$$

The second form follows by collecting the coefficient of each $e^{in\phi}$, which is $\theta_n-\theta_{n+1}$.

At anti-Bragg $G$ is the exposed fraction on even levels minus that on odd levels. A zero of intensity therefore does not prove that only two levels are present: the fractions $1/4,\,1/2,\,1/4$ also give zero.

Without transport between levels, layer $n$ grows by atoms landing on exposed parts of level $n-1$. For a large surface,

$$\frac{d\theta_n}{dt}=p_{n-1}=\theta_{n-1}-\theta_n .$$

Subtracting the equation for $n+1$ gives $dp_n/dt=p_{n-1}-p_n$, with $p_{-1}=0$. Multiply by $e^{in\phi}$ and sum over $n$. In the first term, shifting the index by one produces a factor $e^{i\phi}$:

$$\frac{dG}{dt}=\left(e^{i\phi}-1\right)G,\qquad G(0)=1 .$$

Hence $G=\exp[(e^{i\phi}-1)t]$. The real part of the exponent is $-(1-\cos\phi)t$, so

$$I=|G|^2=e^{-2(1-\cos\phi)t}=e^{-4t\sin^2(\phi/2)}\;\longrightarrow\;e^{-4t}\quad\text{at anti-Bragg}.$$

The intensity decays without oscillating, although the diffraction condition is unchanged. After one deposited layer it is $0.0183$, whereas ideal layer-by-layer growth has returned to $1$.

The first few hundredths of a layer hardly distinguish the two modes. Layer-by-layer growth gives $1-4t+4t^2$ and random deposition $1-4t+8t^2+\cdots$. They share the initial slope and differ from second order on. By $t=1$ the difference is plain: the intensity has recovered in the first mode and nearly vanished in the second.

The numerical output gives $0.1354$ at $t=0.5$, while $e^{-2}=0.1353$. The difference comes from the finite absorption, $\varepsilon=10^{-4}$, in the numerical sum. At anti-Bragg $1/S_\varepsilon=1+e^{-\varepsilon}\approx2-\varepsilon$, and the film sum is $(e^{-2t}-1)/2$. The relative amplitude is thus

$$1+\frac{(2-\varepsilon)(e^{-2t}-1)}{2}=e^{-2t}+\frac{\varepsilon}{2}\left(1-e^{-2t}\right),$$

which raises the intensity at $t=0.5$ by about $2\times10^{-5}$, enough to change the last printed digit.

## (g) When the period is two layers

**Return to layer-by-layer growth at anti-Bragg. Find the intensity (i) when a film layer scatters with amplitude $rF$, with $0<r<1$ and the same spacing, and (ii) when the substrate is a transparent slab with a flat, coherently scattering back face.**

**Solution.** (i) Complete film layers contribute $r\sum_{n=1}^{M}(-1)^n$, which is $0$ for even $M$ and $-r$ for odd $M$. Adding the substrate term $1/2$ and the incomplete layer $r(-1)^{M+1}\theta$, then dividing by $1/2$ and squaring, gives

$$I=\begin{cases}(1-2r\theta)^2, & M\ \text{even},\\ \left[1-2r(1-\theta)\right]^2, & M\ \text{odd}.\end{cases}$$

For $r=1$ both lines equal $(1-2\theta)^2$. For $0<r<1$ the value $I=1$ is reached only after an even number of complete layers, so the period is two layers. With $r=0.6$ the intensity after one layer is $(1-1.2)^2=0.04$, and after two layers it is $1$. The first zero lies at $\theta=1/(2r)=0.83$, not at half coverage. The completed first layer appears as a weak maximum that could easily be overlooked. Both features need $r>1/2$; for $r<1/2$ the intensity never reaches zero, and the completed first layer is a minimum of height $(1-2r)^2$. The simple law therefore requires the film to scatter like the substrate.

(ii) A slab of $L$ layers has the finite geometric sum

$$S_L=\frac{1-e^{-(i\phi+\varepsilon)L}}{1-e^{-i\phi-\varepsilon}} .$$

The second term in the numerator comes from the back face. It is negligible when $e^{-\varepsilon L}\ll1$, which is the thick crystal of part (b). For $\varepsilon=0$ and $\phi=\pi$, $S_L$ is $0$ for even $L$ and $1$ for odd $L$. Take $L$ even. The amplitude is $-\theta$ during the first new layer and $-1+\theta$ during the second. In units of the thick-crystal intensity $|F|^2/4$ the result is

$$4\theta^2\quad\text{and then}\quad4(1-\theta)^2 .$$

The intensity rises during one layer and falls during the next. The explicit sum for a slab of $20$ layers gives this period of $2.00$ layers. For odd $L$ the same curve starts one layer later in its cycle. The one-layer period thus requires the back face not to contribute coherently.

## (h) Limited coherence

**The illuminated surface now consists of equal patches. Amplitudes add within a patch, but only intensities add between patches. Find the specular intensity at anti-Bragg for two-level growth.**

**Solution.** Let patch $j$ have coverage $\theta_j=\theta+\delta_j$, where $\theta$ is the mean over patches and $\langle\delta_j\rangle=0$. Part (c) applies to each patch, so

$$\left\langle(1-2\theta_j)^2\right\rangle=\left\langle\left[(1-2\theta)-2\delta_j\right]^2\right\rangle=(1-2\theta)^2+4\left\langle\delta_j^2\right\rangle .$$

The cross term vanishes because the mean of $\delta_j$ is zero. The intensity exceeds the simple law by four times the variance of the patch coverage.

If each patch contains many islands and represents the whole surface, the variance is small and the square law is recovered. If the patches are much smaller than both the islands and the gaps between them, nearly all have $\theta_j=0$ or $1$. The variance then approaches $\theta(1-\theta)$, and

$$(1-2\theta)^2+4\theta(1-\theta)=1 .$$

The oscillation disappears even though growth is perfectly layer by layer.

For a sample pattern at half coverage on a periodic area, in which the occupied sites form one connected, irregular region, several sites wide in places and joined by narrower necks, divided into patches of $10\times10$ sites, the variance is $0.0476$. Four times this is $0.190$, in agreement with the directly averaged specular intensity. At half coverage the intensity is thus raised from zero to about a fifth of the flat-surface value with only two levels exposed. With only $16$ patches the figure depends on where their boundaries fall: shifting the grid over the same pattern gives values from about $0.14$ to $0.29$. A minimum above zero is therefore not by itself evidence of a third level.

## Table of computed values

```
layer spacing: 2.0 angstrom
photon energy: 10000 eV
photon wavelength: 1.2398 angstrom
anti-Bragg q: 1.5708 1/angstrom
anti-Bragg q, converted: 0.8312 1/bohr
grazing angle: 8.916 degree
absorption exponent per layer: 0.0001
substrate sum at anti-Bragg: 0.5000 layers
phase 0.1 pi, coverage 0.50: specular 0.976 (relative)
phase 0.6 pi, coverage 0.50: specular 0.346 (relative)
coverage 0.00: specular 1.000, diffuse 0.000 (relative)
coverage 0.10: specular 0.640, diffuse 0.360 (relative)
coverage 0.25: specular 0.250, diffuse 0.750 (relative)
coverage 0.50: specular 0.000, diffuse 1.000 (relative)
coverage 0.75: specular 0.250, diffuse 0.750 (relative)
coverage 1.00: specular 1.000, diffuse 0.000 (relative)
largest lattice-sum deviation: 2.0e-04 (relative)
diffuse fraction within 0.1 cycle/site, coverage 0.25:
  compact islands: 0.654
  random single sites: 0.031
growth period at anti-Bragg: 1.00 layers
same period as thickness: 2.00 angstrom
growth period at phase 0.6 pi: 1.00 layers
ideal growth, 0.50 layers: 0.000 (relative)
ideal growth, 1.00 layers: 1.000 (relative)
ideal growth, 1.25 layers: 0.250 (relative)
ideal growth, 1.50 layers: 0.000 (relative)
ideal growth, 2.00 layers: 1.000 (relative)
film/substrate amplitude ratio: 0.6
  period: 2.00 layers
  after 1 layer: 0.040 (relative)
  after 2 layers: 1.000 (relative)
transparent slab of 20 layers, period: 2.00 layers
no interlayer transport, 0.25 layers: 0.3679 (relative)
no interlayer transport, 0.50 layers: 0.1354 (relative)
no interlayer transport, 1.00 layers: 0.0183 (relative)
no interlayer transport, 1.50 layers: 0.0025 (relative)
coherent patch side: 10 sites
patch coverage variance at half coverage: 0.0476
patch-averaged specular minimum: 0.1902 (relative)
```
